**Exact Kohn-Sham gap and derivative discontinuity of the Hubbard dimer**

For two electrons on two sites, the program compares the fundamental gap $E_g=E(3)+E(1)-2E(2)$ with the exact Kohn-Sham gap $\varepsilon_g=2t/\sqrt{1-d^2/4}$. Here $t$ is the hopping, $U$ the on-site repulsion, $D$ the difference of the site potentials and $d$ the difference of the site occupations. The program asserts that the derived energies agree with diagonalization in the full Fock space and that the inverted Kohn-Sham potential reproduces the interacting density. Numerical Legendre transforms at fractional electron number give the slope jumps of the universal and kinetic functionals, which are asserted to equal $E_g$ and $\varepsilon_g$; their difference is the discontinuity $\Delta_{xc}$. The program also asserts that the potential jump is the same on both sites, and it checks the closed symmetric formula with its weak and strong repulsion limits. For $t=1$ eV and $U=6$ eV, the discontinuity falls from 3.21 eV at $D=0$ to 0.02 eV at $D=12$ eV. A smooth mean-field functional has the exact Kohn-Sham gap at $D=0$ and still misses the fundamental gap by the full 3.21 eV. The discontinuity is positive at all 2440 points of the scanned parameter grid, which is numerical evidence and not a general proof.

## Program and output

```python
"""Exact Kohn-Sham gap and derivative discontinuity of the Hubbard dimer.

Result under test, for two electrons:
    fundamental gap = exact Kohn-Sham gap + discontinuity,
where the discontinuity is the jump at N = 2 of the slope of E_Hxc(N, d).
t: hopping, U: on-site repulsion, D: potential of site 2 minus site 1,
d: occupation of site 1 minus site 2, N: electron number. Energies in eV.
The smooth functional is E_Hx = U (n1^2 + n2^2) / 4.
"""
from functools import reduce
import numpy as np
from scipy.optimize import minimize_scalar

t = 1.0
U = 6.0

# Fock space with modes ordered 1-up, 1-down, 2-up, 2-down.
parity = np.diag([1.0, -1.0])
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c = [reduce(np.kron, [parity] * k + [lower] + [np.eye(2)] * (3 - k))
     for k in range(4)]
occ = [x.T @ x for x in c]
hop = sum(c[i].T @ c[j] + c[j].T @ c[i] for i, j in ((0, 2), (1, 3)))
double = occ[0] @ occ[1] + occ[2] @ occ[3]
diff = occ[0] + occ[1] - occ[2] - occ[3]
number = np.rint(np.diag(sum(occ))).astype(int)
blocks = {}
for n_el in range(5):
    index = np.flatnonzero(number == n_el)
    blocks[n_el] = [m[np.ix_(index, index)] for m in (hop, double, diff)]


def ground(n_el, D, repulsion):
    """Lowest energy and its site-occupation difference."""
    h, u, p = blocks[n_el]
    values, vectors = np.linalg.eigh(-t * h + repulsion * u - 0.5 * D * p)
    return values[0], vectors[:, 0] @ p @ vectors[:, 0]


def fundamental_gap(D, repulsion):
    return (ground(3, D, repulsion)[0] + ground(1, D, repulsion)[0]
            - 2 * ground(2, D, repulsion)[0])


def ks_gap(d):
    return 2 * t / np.sqrt(1 - d**2 / 4)


def legendre(N, d, repulsion):
    """Universal energy at fractional N and the maximizing potential."""
    low = int(np.floor(N))
    weight = N - low

    def negative(D):
        energy = (1 - weight) * ground(low, D, repulsion)[0]
        if weight > 0:
            energy += weight * ground(low + 1, D, repulsion)[0]
        return -(energy + D * d / 2)

    best = minimize_scalar(negative, bounds=(-60, 60), method="bounded",
                           options={"xatol": 1e-10, "maxiter": 300})
    assert best.success
    return -best.fun, best.x


def slope_jump(d, repulsion):
    """Extrapolated slope jump at N=2 and the two one-sided potentials."""
    center = legendre(2, d, repulsion)[0]
    rows = []
    for step in (2e-4, 1e-4):
        left = legendre(2 - step, d, repulsion)
        right = legendre(2 + step, d, repulsion)
        rows.append([(left[0] + right[0] - 2 * center) / step,
                     left[1], right[1]])
    return 2 * np.array(rows[1]) - np.array(rows[0])


def smooth_solution(n_el, D):
    """Minimum of the smooth functional over the orbital mixing angle."""
    f_low = min(n_el, 2)
    f_high = n_el - f_low

    def density(angle):
        n1 = f_low * np.cos(angle)**2 + f_high * np.sin(angle)**2
        return n1, n_el - n1

    def energy(angle):
        n1, n2 = density(angle)
        kinetic = -t * (f_low - f_high) * np.sin(2 * angle)
        return kinetic - D * (n1 - n2) / 2 + U * (n1**2 + n2**2) / 4

    best = minimize_scalar(energy, bounds=(0, np.pi / 2), method="bounded",
                           options={"xatol": 1e-11})
    return best.fun, density(best.x), best.x


def determinant_energy(angle, D):
    """Expectation value of the full Hamiltonian in a closed-shell state."""
    vacuum = np.zeros(16)
    vacuum[0] = 1
    up = np.cos(angle) * c[0].T + np.sin(angle) * c[2].T
    down = np.cos(angle) * c[1].T + np.sin(angle) * c[3].T
    state = up @ down @ vacuum
    return state @ (-t * hop + U * double - D * diff / 2) @ state


print(f"hopping t = {t:.3f} eV")
print(f"repulsion U = {U:.3f} eV")
for D in (0.0, 4.0, 12.0):
    E1, E2, E3 = [ground(k, D, U)[0] for k in (1, 2, 3)]
    d = ground(2, D, U)[1]
    gap = fundamental_gap(D, U)
    eps_gap = ks_gap(d)
    delta = gap - eps_gap

    # Derived energies against diagonalization in Fock space.
    e = np.sqrt(t**2 + D**2 / 4)
    g = -np.sqrt(2) * t
    singlet = np.array([[U - D, g, 0], [g, 0, g], [0, g, U + D]])
    assert np.isclose(E1, -e, atol=1e-10)
    assert np.isclose(E3, U - e, atol=1e-10)
    assert np.isclose(E2, np.linalg.eigvalsh(singlet)[0], atol=1e-10)
    # Mixtures of neighbouring integers need an energy convex in N.
    energies = [ground(k, D, U)[0] for k in range(5)]
    assert np.all(np.diff(energies, 2) > 0)

    # The inverted potential must reproduce the interacting density.
    D_s = eps_gap * d / 2
    assert np.isclose(ground(2, D_s, 0)[1], d, atol=1e-9)

    # Slopes from numerical Legendre transforms against energy gaps.
    jump_F, v_left, v_right = slope_jump(d, U)
    jump_T, s_left, s_right = slope_jump(d, 0)
    assert abs(jump_F - gap) < 1e-4
    assert abs(jump_T - eps_gap) < 1e-4
    assert abs(jump_F - jump_T - delta) < 2e-4
    # Equal one-sided potential differences mean a uniform jump.
    assert abs((s_left - v_left) - (s_right - v_right)) < 1e-3

    # Smooth functional: many-body expectation value and self-consistency.
    E_smooth, (n1, n2), angle = smooth_solution(2, D)
    assert np.isclose(E_smooth, determinant_energy(angle, D), atol=1e-9)
    h_eff = np.array([[-D / 2 + U * n1 / 2, -t],
                      [-t, D / 2 + U * n2 / 2]])
    levels, orbitals = np.linalg.eigh(h_eff)
    assert np.isclose(2 * orbitals[0, 0]**2, n1, atol=1e-6)
    smooth_gap = levels[1] - levels[0]
    smooth_energy_gap = (smooth_solution(3, D)[0] + smooth_solution(1, D)[0]
                         - 2 * E_smooth)
    if D == 0:
        assert np.isclose(smooth_gap, eps_gap, atol=1e-6)
        assert np.isclose(smooth_energy_gap, 2 * t + U / 4, atol=1e-8)
    if D == 4:
        assert abs(eps_gap - smooth_gap) < delta

    print(f"--- potential difference D = {D:.3f} eV ---")
    print(f"E(1) = {E1:.4f} eV")
    print(f"E(2) = {E2:.4f} eV")
    print(f"E(3) = {E3:.4f} eV")
    print(f"exact density difference d = {d:.4f} electrons")
    print(f"exact KS potential difference = {D_s:.4f} eV")
    print(f"fundamental gap = {gap:.4f} eV")
    print(f"exact KS gap = {eps_gap:.4f} eV")
    print(f"discontinuity = {delta:.4f} eV")
    print(f"discontinuity / fundamental gap = {100 * delta / gap:.2f} %")
    print(f"slope jump of F = {jump_F:.4f} eV")
    print(f"slope jump of T_s = {jump_T:.4f} eV")
    print(f"slope jump of E_Hxc = {jump_F - jump_T:.4f} eV")
    print(f"smooth density difference = {n1 - n2:.4f} electrons")
    print(f"smooth orbital gap = {smooth_gap:.4f} eV")
    print(f"fundamental - smooth orbital gap = {gap - smooth_gap:.4f} eV")
    print(f"exact KS - smooth orbital gap = {eps_gap - smooth_gap:.4f} eV")
    print(f"smooth energy-difference gap = {smooth_energy_gap:.4f} eV")

# Closed symmetric result and its limits against diagonalization.
for repulsion in (0.5, 2.0, 6.0, 20.0):
    numerical = fundamental_gap(0, repulsion) - ks_gap(ground(2, 0, repulsion)[1])
    closed = np.sqrt(repulsion**2 + 16 * t**2) - 4 * t
    assert np.isclose(numerical, closed, atol=1e-9)
weak = fundamental_gap(0, 0.05) - 2 * t
assert np.isclose(weak, 0.05**2 / (8 * t), rtol=1e-3)
strong = fundamental_gap(0, 200.0) - 2 * t
assert abs(strong - (200.0 - 4 * t)) < 0.05

# Sign of the discontinuity away from the symmetric point.
scan = []
for repulsion in np.linspace(0.5, 20, 40):
    for D in np.linspace(0, 30, 61):
        d = ground(2, D, repulsion)[1]
        scan.append(fundamental_gap(D, repulsion) - ks_gap(d))
assert min(scan) > 1e-8
print(f"grid points scanned (U 0.5-20 eV, D 0-30 eV) = {len(scan)}")
print(f"smallest discontinuity on grid = {min(scan):.3e} eV")
print("done: every assertion held")
```

Output:

```
hopping t = 1.000 eV
repulsion U = 6.000 eV
--- potential difference D = 0.000 eV ---
E(1) = -1.0000 eV
E(2) = -0.6056 eV
E(3) = 5.0000 eV
exact density difference d = -0.0000 electrons
exact KS potential difference = -0.0000 eV
fundamental gap = 5.2111 eV
exact KS gap = 2.0000 eV
discontinuity = 3.2111 eV
discontinuity / fundamental gap = 61.62 %
slope jump of F = 5.2111 eV
slope jump of T_s = 2.0000 eV
slope jump of E_Hxc = 3.2111 eV
smooth density difference = -0.0000 electrons
smooth orbital gap = 2.0000 eV
fundamental - smooth orbital gap = 3.2111 eV
exact KS - smooth orbital gap = 0.0000 eV
smooth energy-difference gap = 3.5000 eV
--- potential difference D = 4.000 eV ---
E(1) = -2.2361 eV
E(2) = -0.8786 eV
E(3) = 3.7639 eV
exact density difference d = 0.3568 electrons
exact KS potential difference = 0.3626 eV
fundamental gap = 3.2851 eV
exact KS gap = 2.0326 eV
discontinuity = 1.2525 eV
discontinuity / fundamental gap = 38.13 %
slope jump of F = 3.2851 eV
slope jump of T_s = 2.0326 eV
slope jump of E_Hxc = 1.2525 eV
smooth density difference = 0.9657 electrons
smooth orbital gap = 2.2839 eV
fundamental - smooth orbital gap = 1.0012 eV
exact KS - smooth orbital gap = -0.2513 eV
smooth energy-difference gap = 3.9732 eV
--- potential difference D = 12.000 eV ---
E(1) = -6.0828 eV
E(2) = -6.3206 eV
E(3) = -0.0828 eV
exact density difference d = 1.9016 electrons
exact KS potential difference = 6.1379 eV
fundamental gap = 6.4757 eV
exact KS gap = 6.4556 eV
discontinuity = 0.0201 eV
discontinuity / fundamental gap = 0.31 %
slope jump of F = 6.4757 eV
slope jump of T_s = 6.4556 eV
slope jump of E_Hxc = 0.0201 eV
smooth density difference = 1.9058 electrons
smooth orbital gap = 6.5934 eV
fundamental - smooth orbital gap = -0.1177 eV
exact KS - smooth orbital gap = -0.1378 eV
smooth energy-difference gap = 9.4159 eV
grid points scanned (U 0.5-20 eV, D 0-30 eV) = 2440
smallest discontinuity on grid = 4.697e-06 eV
done: every assertion held
```
